# Why vdW-DF and VV10 contain no three-body dispersion: a program that tests the result

```python
# Result under test: a two-point functional E_nl = 1/2 int int n(r) phi n(r') (VV10, vdW-DF)
# has zero three-body energy E3 = E(ABC) - sum E(AB) + sum E(A) for frozen disjoint densities,
# whereas coupled dipoles with the same polarizability give the Axilrod-Teller-Muto (ATM) term
# C9 (1+3 cos cos cos)/(R12 R23 R31)^3 and screened polarizabilities.
# Symbols: n density, w0 local frequency, kappa VV10 damping, q0 vdW-DF wave number, d = q0 R,
# alpha(iu) polarizability volume, C6 = (3 hbar/pi) int alpha^2 du, C9 = (3 hbar/pi) int alpha^3 du,
# T = (3 rr - 1)/R^3. Internal arithmetic in atomic units, output in SI.
import itertools
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy import constants as sc
from scipy.interpolate import RectBivariateSpline
from scipy.optimize import minimize_scalar
from scipy.special import zeta
from pyscf import gto, dft, scf, lib
from pyscf.dft import numint, libxc, gen_grid
lib.num_threads(1)
scf.hf.MUTE_CHKFILE = True
EH = sc.physical_constants['Hartree energy'][0]
A0 = sc.physical_constants['Bohr radius'][0]
NM = 1e-9/A0
pi = np.pi
B_VV, C_VV, Z1, Z2 = 5.9, 0.0093, -0.8491, -1.887
print(f"parameters (dimensionless): b={B_VV}, C={C_VV}, Zab={Z1} (vdW-DF), {Z2} (vdW-DF2)")

def gl(a, b, n):
    t, w = leggauss(n)
    return 0.5*(b-a)*t + 0.5*(a+b), 0.5*(b-a)*w

def vv_pars(rho):
    n = rho[0]; g2 = (rho[1:4]**2).sum(0)
    return np.sqrt(C_VV*(g2/n**2)**2 + 4*pi*n/3), B_VV*(3*pi**2*n)**(2/3)/np.sqrt(4*pi*n)

def q0_df(rho, Z):
    n = np.ascontiguousarray(rho[0]); g2 = (rho[1:4]**2).sum(0); kf = (3*pi**2*n)**(1/3)
    ec = libxc.eval_xc('LDA_C_PW', n, spin=0, deriv=1)[0]
    return kf*(1 - Z/9*g2/(2*kf*n)**2) - 4*pi/3*ec

def vv_block(x, qx, y, qy, pars, same):
    # sum_ij qx_i phi_ij qy_j for several sets of kernel parameters
    out = np.zeros(len(pars)); x2 = (x*x).sum(1); y2 = (y*y).sum(1); yt = -2*y.T.copy()
    for i in range(0, len(x), 16):
        j = min(i+16, len(x)); s = i if same else 0
        r2 = x[i:j] @ yt[:, s:]; r2 += x2[i:j, None]; r2 += y2[s:]
        qq = qy[s:].copy()
        if same:
            qq[j-i:] *= 2
        for m, ((wx, kx), (wy, ky)) in enumerate(pars):
            g = r2*wx[i:j, None]; g += kx[i:j, None]
            h = r2*wy[s:]; h += ky[s:]
            p = g*h; g += h; p *= g
            np.reciprocal(p, out=p)
            out[m] += qx[i:j] @ (p @ qq)
    return -1.5*out

# ---- vdW-DF kernel by quadrature (smooth window tames the oscillating tail)
edges = [0, .05, .15, .4, 1, 2, 4] + list(np.linspace(4, 110, 21)[1:])
seg = [gl(edges[i], edges[i+1], 6 if i < 6 else 10) for i in range(len(edges)-1)]
ya = np.concatenate([s[0] for s in seg]); wa = np.concatenate([s[1] for s in seg])*np.exp(-(ya/75)**8)
a, b = ya[:, None], ya[None, :]
W22 = 2*((3-a*a)*b*np.cos(b)*np.sin(a) + (3-b*b)*a*np.cos(a)*np.sin(b)
         + (a*a+b*b-3)*np.sin(a)*np.sin(b) - 3*a*b*np.cos(a)*np.cos(b))/(a*b)*wa[:, None]*wa[None, :]
def phi_df(d, e):
    nu = lambda t: ya**2/(-2*np.expm1(-4*pi*ya**2/(9*t*t)))
    u, v = nu(d), nu(e); w, x, y, z = u[:, None], u[None, :], v[:, None], v[None, :]
    return 2/pi**2*np.sum(W22*0.5*(1/(w+x)+1/(y+z))*(1/((w+y)*(x+z))+1/((w+z)*(y+x))))
CAS = 12*(4*pi/9)**3
ratio = phi_df(12., 14.)/(-CAS/(144*196*340))
assert abs(ratio-1) < 1e-2
Dn, Dw = gl(0, 16, 40); f = np.array([D*D*phi_df(D, D) for D in Dn])
ueg = (Dw @ f - CAS/2/(3*16**3))/(Dw @ abs(f))
assert abs(ueg) < 1e-2
print(f"vdW-DF asymptotic constant 12(4pi/9)^3 = {CAS:.4f}; phi(12,14)/asymptote = {ratio:.5f}")
print(f"uniform-gas sum rule, int D^2 phi / int D^2 |phi| = {ueg:.1e}")
dg = np.geomspace(0.1, 16, 20); tab = np.zeros((20, 20))
scale = lambda d, e: (1+d*d)*(1+e*e)*(1+d*d+e*e)
for i in range(20):
    for j in range(i+1):
        tab[i, j] = tab[j, i] = phi_df(dg[i], dg[j])*scale(dg[i], dg[j])
spl = RectBivariateSpline(np.log(dg), np.log(dg), tab)

# ---- compact model densities n0 (1-r^2/a^2)^3 on one common Cartesian grid
rad, h, n0 = 0.13*NM, 0.04*NM, np.array([2000., 1500., 2500.])/NM**3
ax = np.arange(-4, 10)*h + 0.013
P = np.array(np.meshgrid(ax, ax, ax, indexing='ij')).reshape(3, -1).T
def model(side, members):
    rho = np.zeros((4, len(P)))
    for k in members:
        r = P - side/np.sqrt(2)*np.eye(3)[k]; t = np.maximum(1-(r*r).sum(1)/rad**2, 0)
        rho[0] += n0[k]*t**3; rho[1:] += -6*n0[k]*t**2*r.T/rad**2
    keep = rho[0] > 1e-8
    return np.ascontiguousarray(P[keep]), np.ascontiguousarray(rho[:, keep])
def e_vv(x, rho):
    p = vv_pars(rho); q = rho[0]*h**3
    return 0.5*vv_block(x, q, x, q, [(p, p)], True)[0]
def e_df(x, rho):
    r = np.linalg.norm(x[:, None]-x[None], axis=2); q0 = q0_df(rho, Z1); q = rho[0]*h**3
    d, e = r*q0[:, None], r*q0[None, :]
    F = spl.ev(np.log(np.clip(d, .1, 16)).ravel(), np.log(np.clip(e, .1, 16)).ravel()).reshape(r.shape)
    return 0.5*q @ (F/scale(d, e)) @ q
def mbe(en):
    e1 = sum(en([k]) for k in range(3)); e2 = sum(en(list(p)) for p in itertools.combinations(range(3), 2))
    return e2 - 2*e1, en([0, 1, 2]) - e2 + e1
print(f"model: radius {rad/NM:.2f} nm, grid {h/NM:.2f} nm, n0 = {np.round(n0*NM**3)} nm^-3")
for name, fun in (("VV10", e_vv), ("vdW-DF", e_df)):
    for side in (0.28, 0.18):
        e2, e3 = mbe(lambda m: fun(*model(side*NM, m)))
        assert (abs(e3/e2) < 1e-10) if side*NM > 2*rad else (abs(e3/e2) > 1e-4)
        print(f"model {name}, side {side} nm: sum E2 = {e2*EH:.4e} J, E3 = {e3*EH:.2e} J")
x, rho = model(0.18*NM, [0, 1, 2])
exc = numint._vv10nlc(rho, x, rho, np.full(len(x), h**3), x, (B_VV, C_VV))[0]
ref = h**3*rho[0] @ (exc - (3/B_VV**2)**0.75/32)
assert abs(e_vv(x, rho)/ref - 1) < 1e-8

# ---- coupled dipoles and ATM
def t_eig(xyz):
    N = len(xyz); T = np.zeros((3*N, 3*N))
    for i in range(N):
        for j in range(N):
            if i != j:
                r = xyz[i]-xyz[j]; R = np.linalg.norm(r)
                T[3*i:3*i+3, 3*j:3*j+3] = (3*np.outer(r, r)/R**2 - np.eye(3))/R**3
    return np.linalg.eigvalsh(T)
def atm_geom(p):
    c = 1.0; d = 1.0
    for k in range(3):
        u, v = p[(k+1) % 3]-p[k], p[(k+2) % 3]-p[k]
        c *= u @ v/np.linalg.norm(u)/np.linalg.norm(v); d *= np.linalg.norm(u)**3
    return (1+3*c)/d
for label, tri in (("equilateral", np.eye(3)/np.sqrt(2)), ("collinear", np.outer([0., 1, 2], [0, 0, 1.])),
                   ("scalene", np.array([[0, 0, 0], [1.1, 0, 0], [.3, 1.2, .2]]))):
    al = 5e-4   # alpha/L^3; zero-point energy of Drude modes in units of hbar*omega
    e3 = mbe(lambda m: 0.5*np.expm1(0.5*np.log1p(-al*t_eig(tri[m]))).sum())[1]
    rr = e3/(9/16*al**3*atm_geom(tri))
    assert abs(rr-1) < 2e-2
    print(f"Drude {label}, alpha/L^3={al}: geometry factor*L^9 = {atm_geom(tri):.4f}, E3/ATM = {rr:.4f}")

# ---- methane density
rch = 0.109*NM; c = rch/np.sqrt(3)
mol = gto.M(atom=[('C', (0, 0, 0)), ('H', (c, c, c)), ('H', (c, -c, -c)), ('H', (-c, c, -c)),
                  ('H', (-c, -c, c))], unit='Bohr', basis='aug-cc-pvdz', verbose=0)
mf = dft.RKS(mol); mf.xc = 'pbe'; mf.chkfile = None; mf.grids.level = 2; mf.kernel()
assert mf.converged
occ = mf.mo_coeff[:, mf.mo_occ > 0]
def dens(p):
    mo = numint.eval_ao(mol, np.ascontiguousarray(p), deriv=1) @ occ
    return np.array([2*(mo[0]**2).sum(1)] + [4*(mo[0]*mo[k]).sum(1) for k in (1, 2, 3)])
t, wt = leggauss(40); u = 0.5*(1+t)/(1-t); wu = wt/(1-t)**2
alpha_of = lambda q, w0, uu: (q/(w0**2 + uu[:, None]**2)).sum(1)
rf = dens(mf.grids.coords); kp = rf[0] > 1e-14; rf = rf[:, kp]; qf = rf[0]*mf.grids.weights[kp]
print(f"CH4 PBE/aug-cc-pVDZ, r_CH = {rch/NM:.3f} nm, electrons on fine grid = {qf.sum():.4f}")
for name, w0 in (("vdW-DF", 9*q0_df(rf, Z1)**2/(8*pi)), ("vdW-DF2", 9*q0_df(rf, Z2)**2/(8*pi)),
                 ("VV10", vv_pars(rf)[0])):
    alu = alpha_of(qf, w0, u); a0 = alpha_of(qf, w0, np.zeros(1))[0]
    C6, C9 = 3/pi*wu @ alu**2, 3/pi*wu @ alu**3
    print(f"{name}: alpha(0)={a0*A0**3:.4e} m^3, C6={C6*EH*A0**6:.4e} J m^6, C9={C9*EH*A0**9:.4e} J m^9")
def e_cd(xyz, order2=False):   # uses the VV10 alpha(iu); Tr T = 0 is used to limit round-off
    z = alu[:, None]*t_eig(xyz)
    return wu @ (-0.5*z*z if order2 else np.log1p(-z)+z).sum(1)/(2*pi)

catom = gto.M(atom='C 0 0 0', verbose=0)
def lebedev(n):
    return gen_grid.gen_atomic_grids(catom, atom_grid={'C': (1, n)}, prune=None,
                                     radi_method=lambda *a, **k: (np.ones(1), np.ones(1)))['C']
def one_centre(R):   # radial points concentrated where the tails meet
    lo, hi = max(3.2, R/2-2.5), R/2+2.5; ps, ws = [], []
    for r0, r1, nr, na in ((0, 1, 8, 50), (1, rch, 5, 194), (rch, lo, 8, 194), (lo, hi, 8, 302),
                           (hi, max(hi+4, 12), 5, 110)):
        r, w = gl(r0, r1, nr); s, v = lebedev(na)
        ps.append((r[:, None, None]*s).reshape(-1, 3)); ws.append(np.outer(w*r*r, v).ravel())
    p, w = np.vstack(ps), np.concatenate(ws); rho = dens(p); k = rho[0] > 1e-22
    return p[k], w[k]*rho[0, k], rho[:, k]
ratios = []
for Rnm in (0.4, 0.7, 1.0, 1.4):
    R = Rnm*NM; A, B, C = R/np.sqrt(2)*np.eye(3)   # C3v-symmetric trimer: blocks are equivalent
    p, q, r0 = one_centre(R)
    assert abs(q.sum()/10-1) < 1e-2
    assert abs(3/pi*wu @ alpha_of(q, vv_pars(r0)[0], u)**2/C6 - 1) < 3e-2
    ab, ac, ba, bc = dens(p+A-B), dens(p+A-C), dens(p+B-A), dens(p+B-C)
    p1, p2, p3 = vv_pars(r0), vv_pars(r0+ab), vv_pars(r0+ab+ac)
    aa = vv_block(p, q, p, q, [(p1, p1), (p2, p2), (p3, p3)], True)
    xb = vv_block(p, q, p+B-A, q, [(p2, vv_pars(r0+ba)), (p3, vv_pars(r0+ba+bc))], False)
    e2 = xb[0] + aa[1] - aa[0]
    e3 = 3*(0.5*((aa[2]-aa[1]) - (aa[1]-aa[0])) + xb[1]-xb[0])
    tri = np.array([A, B, C]); atm = C9*atm_geom(tri); cd3 = mbe(lambda m: e_cd(tri[m]))[1]
    s2, s3 = mbe(lambda m: e_cd(tri[m], True))
    assert abs(s2/(-3*C6/R**6)-1) < 1e-10 and abs(s3/atm) < 1e-8
    ratios.append(e3/atm)
    print(f"R={Rnm} nm: VV10 pair E2={e2*EH:.3e} J, -C6/R^6={-C6/R**6*EH:.3e} J, VV10 E3={e3*EH:.1e} J")
    print(f"   ATM={atm*EH:.3e} J, coupled-dipole E3={cd3*EH:.3e} J, VV10 E3/ATM={e3/atm:.1e}")
    if Rnm == 0.4:
        print(f"   per mole: ATM={atm*EH*sc.N_A:.1f} J/mol, VV10 E3={e3*EH*sc.N_A:.1f} J/mol")
        assert abs(e3) > 1e-8
        far = 10*NM
        ef = vv_block(p, q, p+far*(B-A)/R, q, [(p1, p1)], False)[0]
        rc = -ef*far**6/(3/pi*wu @ alpha_of(q, p1[0], u)**2)
        assert abs(rc-1) < 1e-2
assert abs(cd3/atm-1) < 1e-2
assert abs(ratios[3]) < 0.05 and abs(ratios[3]) < 0.2*max(abs(ratios[1]), abs(ratios[2]))
print(f"VV10 double integral at {far/NM:.0f} nm: -E R^6 / C6 = {rc:.4f}")

# ---- screening: distant probe of a dimer, and a chain
R, D = 0.5*NM, 10*NM
dpar, dper = 2*alu/(1-2*alu/R**3)-2*alu, 2*alu/(1+alu/R**3)-2*alu
for label, pos, tr, lead in (("axial", [0, 0, D], 4*dpar+2*dper, -2), ("perpendicular", [D, 0, 0], dpar+5*dper, 1)):
    tri = np.array([[0, 0, R/2], [0, 0, -R/2], pos]); e3 = mbe(lambda m: e_cd(tri[m]))[1]
    scr = -wu @ (alu*tr)/(2*pi*D**6)
    assert abs(e3/scr-1) < 1e-2 and e3*lead > 0
    print(f"probe {label}, R={R/NM:.1f} nm, D={D/NM:.0f} nm: E3={e3*EH:.3e} J, screening formula={scr*EH:.3e} J")
    print(f"   leading ATM={lead*C9/R**3/D**6*EH:.3e} J, E3/(-2C6/D^6)={e3/(-2*C6/D**6):.4f}")
x0 = a0/(0.4*NM)**3
print(f"spacing 0.4 nm: alpha(0)/a^3 = {x0:.5f}, zeta(3) = {zeta(3):.5f}")
for N, zs in ((2, 0.5), (401, zeta(3))):
    dist = abs(np.subtract.outer(np.arange(N), np.arange(N))).astype(float); np.fill_diagonal(dist, np.inf)
    par = np.linalg.solve(np.eye(N)-2*x0/dist**3, np.ones(N))[N//2]
    per = np.linalg.solve(np.eye(N)+x0/dist**3, np.ones(N))[N//2]
    assert abs(par*(1-4*zs*x0)-1) < 1e-3 and abs(per*(1+2*zs*x0)-1) < 1e-3
    print(f"N={N} sites, central induced dipole / unscreened: parallel {par:.4f}, perpendicular {per:.4f}")

# ---- relaxation: hydrogenic densities exp(-2 zeta r), on-site energy (zeta-1)^2/2, VV10 C6
rr, wr = gl(0, 25, 80)
def c6h(z1, z2):
    def loc(z):
        n = z**3/pi*np.exp(-2*z*rr); w = np.sqrt(C_VV*(2*z)**4 + 4*pi*n/3)
        return 4*pi*rr**2*wr*n/w, w
    (f1, w1), (f2, w2) = loc(z1), loc(z2)
    return 1.5*f1 @ (1/np.add.outer(w1, w2)) @ f2
dc = (c6h(1+1e-4, 1)-c6h(1-1e-4, 1))/2e-4
print(f"H model: C6={c6h(1, 1)*EH*A0**6:.4e} J m^6, dC6/d(zeta a0)={dc*EH*A0**6:.4e} J m^6, K={EH:.4e} J")
es = []
for Rnm in (0.5, 1.0):
    R = Rnm*NM
    emin = lambda na, npair: minimize_scalar(lambda s: na*s*s/2 - npair*c6h(1+s, 1+s)/R**6, method='bounded',
                                             bounds=(-0.01, 0.01), options={'xatol': 1e-13}).fun
    e3 = emin(3, 3) - 3*emin(2, 1); es.append(e3)
    assert abs(e3/(-3*dc**2/R**12)-1) < 1e-2
    print(f"relaxed E3 at R={Rnm} nm: {e3*EH:.4e} J, formula {-3*dc**2/R**12*EH:.4e} J")
slope = np.log(es[1]/es[0])/np.log(2)
assert abs(slope+12) < 0.05
print(f"relaxation power-law exponent = {slope:.3f}")
print("checks complete")
```

Output:

```
parameters (dimensionless): b=5.9, C=0.0093, Zab=-0.8491 (vdW-DF), -1.887 (vdW-DF2)
vdW-DF asymptotic constant 12(4pi/9)^3 = 32.6650; phi(12,14)/asymptote = 1.00001
uniform-gas sum rule, int D^2 phi / int D^2 |phi| = -6.6e-07
model: radius 0.13 nm, grid 0.04 nm, n0 = [2000. 1500. 2500.] nm^-3
model VV10, side 0.28 nm: sum E2 = -1.7425e-21 J, E3 = 1.89e-36 J
model VV10, side 0.18 nm: sum E2 = -8.1624e-21 J, E3 = -2.33e-22 J
model vdW-DF, side 0.28 nm: sum E2 = -5.2690e-21 J, E3 = 2.42e-34 J
model vdW-DF, side 0.18 nm: sum E2 = -2.9419e-20 J, E3 = -6.08e-22 J
Drude equilateral, alpha/L^3=0.0005: geometry factor*L^9 = 1.3750, E3/ATM = 0.9983
Drude collinear, alpha/L^3=0.0005: geometry factor*L^9 = -0.2500, E3/ATM = 1.0052
Drude scalene, alpha/L^3=0.0005: geometry factor*L^9 = 0.1569, E3/ATM = 0.9989
CH4 PBE/aug-cc-pVDZ, r_CH = 0.109 nm, electrons on fine grid = 10.0000
vdW-DF: alpha(0)=3.2891e-30 m^3, C6=1.2944e-77 J m^6, C9=2.8777e-107 J m^9
vdW-DF2: alpha(0)=1.4811e-30 m^3, C6=5.0971e-78 J m^6, C9=5.3630e-108 J m^9
VV10: alpha(0)=2.4358e-30 m^3, C6=1.2311e-77 J m^6, C9=2.1915e-107 J m^9
R=0.4 nm: VV10 pair E2=-3.181e-21 J, -C6/R^6=-3.006e-21 J, VV10 E3=-1.6e-22 J
   ATM=1.149e-22 J, coupled-dipole E3=1.013e-22 J, VV10 E3/ATM=-1.4e+00
   per mole: ATM=69.2 J/mol, VV10 E3=-95.3 J/mol
R=0.7 nm: VV10 pair E2=-1.172e-22 J, -C6/R^6=-1.046e-22 J, VV10 E3=-1.5e-25 J
   ATM=7.467e-25 J, coupled-dipole E3=7.292e-25 J, VV10 E3/ATM=-2.0e-01
R=1.0 nm: VV10 pair E2=-1.308e-23 J, -C6/R^6=-1.231e-23 J, VV10 E3=-1.3e-26 J
   ATM=3.013e-26 J, coupled-dipole E3=2.989e-26 J, VV10 E3/ATM=-4.4e-01
R=1.4 nm: VV10 pair E2=-1.671e-24 J, -C6/R^6=-1.635e-24 J, VV10 E3=-3.8e-29 J
   ATM=1.458e-27 J, coupled-dipole E3=1.454e-27 J, VV10 E3/ATM=-2.6e-02
VV10 double integral at 10 nm: -E R^6 / C6 = 1.0005
probe axial, R=0.5 nm, D=10 nm: E3=-3.688e-31 J, screening formula=-3.679e-31 J
   leading ATM=-3.506e-31 J, E3/(-2C6/D^6)=0.0150
probe perpendicular, R=0.5 nm, D=10 nm: E3=1.669e-31 J, screening formula=1.669e-31 J
   leading ATM=1.753e-31 J, E3/(-2C6/D^6)=-0.0068
spacing 0.4 nm: alpha(0)/a^3 = 0.03806, zeta(3) = 1.20206
N=2 sites, central induced dipole / unscreened: parallel 1.0824, perpendicular 0.9633
N=401 sites, central induced dipole / unscreened: parallel 1.2240, perpendicular 0.9162
H model: C6=5.6889e-79 J m^6, dC6/d(zeta a0)=-1.5743e-78 J m^6, K=4.3597e-18 J
relaxed E3 at R=0.5 nm: -6.9882e-27 J, formula -6.9850e-27 J
relaxed E3 at R=1.0 nm: -1.7053e-30 J, formula -1.7053e-30 J
relaxation power-law exponent = -12.001
checks complete
```
